**CABS singles as orbital relaxation: hydrogen fluoride and a three-level model**

The program evaluates \(E_2=2\sum_{Ai}f_{iA}t_{Ai}\) with \(\sum_B(f_{AB}-\varepsilon_i\delta_{AB})t_{Bi}=-f_{Ai}\), where \(f\) is the Fock matrix, \(\varepsilon_i\) an occupied level, and \(A,B\) run over virtual and CABS orbitals. It asserts that \(E_2\) agrees with the curvature of the summed lowest eigenvalues of a Fock matrix whose occupied-virtual coupling is scaled. It also asserts that finite differences of determinant energies reproduce the slope and curvature of the orbital expansion, including the mean-field response. Further assertions cover the closed form of the virtual-CABS coupling gain and the ordering of the united-basis, relaxed-determinant and cc-pVDZ energies. For hydrogen fluoride in cc-pVDZ with an aug-cc-pVTZ auxiliary set, \(E_2\) is −1.079 eV, and the true Hartree-Fock change is −1.199 eV. In a family of bases with vanishing occupied-CABS coupling, \(E_2\) stays near 67% of the true change, while the Newton estimate with response approaches it. The three-level model shows \(E_2\) turning positive when strong coupling pushes a virtual-CABS level below the occupied one.

## Numerical check

```python
"""CABS singles: second-order orbital relaxation of closed-shell Hartree-Fock.

Result under test:  E2 = 2 sum_iA f_iA t_Ai,
                    sum_B (f_AB - eps_i delta_AB) t_Bi = -f_Ai,
with i occupied, A and B running over virtual (a) and CABS (x) orbitals, and f
the Fock matrix of the density converged in the orbital basis.  E2 < 0 if the
whole block f_AB lies above the occupied levels.  Coupling f_ax is retained.
D is the spatial density matrix (trace = number of occupied orbitals) and
G[D] = 2J[D] - K[D].  Algebra is in atomic units, printed energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
BOND = 0.92
NOCC = 5


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Orbital-basis functions come first; ghost centres carry the auxiliary set.
here, there = (0.0, 0.0, 0.0), (0.0, 0.0, BOND / BOHR)
small = gto.M(atom=[["F", here], ["H", there]], unit="Bohr",
              basis="cc-pvdz", verbose=0)
union = gto.M(atom=[["F", here], ["H", there],
                    ["ghost1", here], ["ghost2", there]],
              unit="Bohr", verbose=0,
              basis={"F": "cc-pvdz", "H": "cc-pvdz",
                     "ghost1": gto.basis.load("aug-cc-pvtz", "F"),
                     "ghost2": gto.basis.load("aug-cc-pvtz", "H")})
overlap = union.intor("int1e_ovlp")
core = union.intor("int1e_kin") + union.intor("int1e_nuc")
eri = union.intor("int2e", aosym="s8")
e_nuc = small.energy_nuc()
n_small, n_union = small.nao, union.nao


def mean_field(density):
    coulomb, exchange = scf.hf.dot_eri_dm(eri, density, hermi=1)
    return 2 * coulomb - exchange


def energy(density):
    return (2 * np.sum(core * density)
            + np.sum(density * mean_field(density)) + e_nuc)


def solve_scf(space, occ):
    """Hartree-Fock restricted to the span of orthonormal columns."""
    focks, errors = [], []
    for _ in range(80):
        density = occ @ occ.T
        fock = space.T @ (core + mean_field(density)) @ space
        coords = space.T @ overlap @ occ
        dens = coords @ coords.T
        error = fock @ dens - dens @ fock
        if np.abs(error).max() < 1e-8:
            eps, rot = np.linalg.eigh(fock)
            return energy(density), eps, space @ rot
        focks, errors = (focks + [fock])[-8:], (errors + [error])[-8:]
        n = len(focks)
        gram = np.array([[np.sum(p * q) for q in errors] for p in errors])
        system = np.ones((n + 1, n + 1))
        system[:n, :n] = gram / gram.max()
        system[n, n] = 0.0
        rhs = np.zeros(n + 1)
        rhs[n] = 1.0
        weights = np.linalg.lstsq(system, rhs, rcond=None)[0][:n]
        mixed = sum(w * f for w, f in zip(weights, focks))
        occ = space @ np.linalg.eigh(mixed)[1][:, :NOCC]
    raise RuntimeError("self-consistent field did not converge")


def first_order_density(virt, kappa, occ):
    half = virt @ kappa @ occ.T
    return half + half.T


def relax(occ, rest):
    """Frozen-Fock E2 by sum over states, and Newton energy with response."""
    fock = core + mean_field(occ @ occ.T)
    eps = np.diag(occ.T @ fock @ occ)
    levels, rot = np.linalg.eigh(rest.T @ fock @ rest)
    virt = rest @ rot
    gap = levels[:, None] - eps[None, :]
    assert gap.min() > 0
    grad = virt.T @ fock @ occ
    amp = -grad / gap

    def hessian(k):
        change = first_order_density(virt, k, occ)
        return gap * k + virt.T @ mean_field(change) @ occ

    kappa = amp.copy()
    resid = -grad - hessian(kappa)
    precond = resid / gap
    step = precond.copy()
    rz = np.sum(resid * precond)
    for _ in range(80):
        if np.linalg.norm(resid) < 1e-8 * np.linalg.norm(grad):
            break
        image = hessian(step)
        curvature = np.sum(step * image)
        assert curvature > 0
        length = rz / curvature
        kappa = kappa + length * step
        resid = resid - length * image
        precond = resid / gap
        rz_new = np.sum(resid * precond)
        step = precond + (rz_new / rz) * step
        rz = rz_new
    else:
        raise RuntimeError("Newton equations did not converge")
    return (2 * np.sum(grad * amp), 2 * np.sum(grad * kappa),
            virt, levels, gap, grad, amp)


# Reference in the orbital basis, checked against an independent solver.
reference = scf.RHF(small).run(conv_tol=1e-12)
padded = np.zeros((n_union, n_small))
padded[:n_small] = reference.mo_coeff
e_small, eps_small, orbitals = solve_scf(padded, padded[:, :NOCC])
assert abs(e_small - reference.e_tot) < 1e-8
occ, vir = orbitals[:, :NOCC], orbitals[:, NOCC:]
eps = eps_small[:NOCC]

# Complementary space: project out the orbital basis, drop null directions.
aux = np.eye(n_union)[:, n_small:]
aux = aux - orbitals @ (orbitals.T @ overlap @ aux)
metric, rot = np.linalg.eigh(aux.T @ overlap @ aux)
keep = metric > 1e-6
cabs = aux @ rot[:, keep] / np.sqrt(metric[keep])
cabs = cabs - orbitals @ (orbitals.T @ overlap @ cabs)
metric, rot = np.linalg.eigh(cabs.T @ overlap @ cabs)
cabs = cabs @ rot / np.sqrt(metric)
full = np.hstack([orbitals, cabs])
assert np.abs(full.T @ overlap @ full - np.eye(full.shape[1])).max() < 1e-8

fock = core + mean_field(occ @ occ.T)
f_ai, f_xi = vir.T @ fock @ occ, cabs.T @ fock @ occ
f_ax, f_xx = vir.T @ fock @ cabs, cabs.T @ fock @ cabs
assert np.abs(f_ai).max() < 1e-6
assert np.linalg.norm(f_xi) > 1e-3 and np.linalg.norm(f_ax) > 1e-3

rest = np.hstack([vir, cabs])
e2, newton, virt, levels, gap, grad, amp = relax(occ, rest)
assert e2 < 0
assert levels[0] <= eps_small[NOCC] + 1e-8

# Elimination of virtual amplitudes, and the closed form of the coupling gain.
e2_schur = e2_uncoupled = gain = 0.0
norm_a = norm_x = 0.0
for i in range(NOCC):
    d_a = eps_small[NOCC:] - eps[i]
    m_xx = f_xx - eps[i] * np.eye(len(f_xx))
    t_x = np.linalg.solve(m_xx - f_ax.T @ (f_ax / d_a[:, None]), -f_xi[:, i])
    t_a = -(f_ax @ t_x) / d_a
    bare = np.linalg.solve(m_xx, -f_xi[:, i])
    e2_schur += 2 * f_xi[:, i] @ t_x
    e2_uncoupled += 2 * f_xi[:, i] @ bare
    push = f_ax @ bare
    schur_a = np.diag(d_a) - f_ax @ np.linalg.solve(m_xx, f_ax.T)
    gain -= 2 * push @ np.linalg.solve(schur_a, push)
    norm_a += t_a @ t_a
    norm_x += t_x @ t_x
assert abs(e2_schur - e2) < 1e-7
assert abs(e2 - e2_uncoupled - gain) < 1e-7
assert e2 < e2_uncoupled < 0

# E2 as curvature of the summed lowest eigenvalues of a scaled Fock matrix.
fock_full = full.T @ fock @ full


def level_sum(scale):
    matrix = fock_full.copy()
    matrix[:NOCC, NOCC:] *= scale
    matrix[NOCC:, :NOCC] *= scale
    return 2 * np.linalg.eigvalsh(matrix)[:NOCC].sum()


base = level_sum(0.0)
coarse = (level_sum(0.2) - base) / 0.2**2
fine = (level_sum(0.1) - base) / 0.1**2
e2_levels = (4 * fine - coarse) / 3
assert abs(e2_levels / e2 - 1) < 1e-4
frozen_diag = level_sum(1.0) - base


# Slope and curvature of true determinant energies along orbital mixings.
def mixed_energy(kappa, s):
    mixed = occ + s * virt @ kappa
    norm = np.eye(NOCC) + s**2 * kappa.T @ kappa
    density = mixed @ np.linalg.solve(norm, mixed.T)
    return energy((density + density.T) / 2)


def response(kappa):
    change = first_order_density(virt, kappa, occ)
    return np.sum(change * mean_field(change))


random_mix = 0.05 * np.random.default_rng(7).normal(size=gap.shape) / gap
h = 0.05
for kappa in (amp, random_mix):
    em2, em1, e0, ep1, ep2 = [mixed_energy(kappa, n * h)
                              for n in (-2, -1, 0, 1, 2)]
    slope = (em2 - 8 * em1 + 8 * ep1 - ep2) / (12 * h)
    curve = (-em2 + 16 * em1 - 30 * e0 + 16 * ep1 - ep2) / (12 * h**2)
    assert abs(slope - 4 * np.sum(grad * kappa)) < 2e-6
    assert abs(curve - 4 * np.sum(gap * kappa**2)
               - 2 * response(kappa)) < 2e-6

# True Hartree-Fock minimum in the united space.
e_union, eps_union, orb_union = solve_scf(full, occ)
e_trial = mixed_energy(amp, 1.0)
assert e_union <= e_trial < e_small
drop = e_union - e_small

# Orbital bases missing one direction that tilts slightly into an occupied
# orbital: the occupied-CABS coupling vanishes with the tilt angle.
occ_u = orb_union[:, :NOCC]
chi = vir[:, 0] - occ_u @ (occ_u.T @ overlap @ vir[:, 0])
chi = chi / np.sqrt(chi @ overlap @ chi)
tilt_results = []
for angle in (0.01, 0.001):
    missing = np.cos(angle) * chi + np.sin(angle) * occ_u[:, 2]
    space = full @ null_space((full.T @ overlap @ missing)[None, :])
    guess = occ_u.copy()
    guess[:, 2] = np.cos(angle) * occ_u[:, 2] - np.sin(angle) * chi
    e_tilt, _, orb_tilt = solve_scf(space, guess)
    pieces = np.column_stack([orb_tilt[:, NOCC:], missing])
    tilt_e2, tilt_newton = relax(orb_tilt[:, :NOCC], pieces)[:2]
    lowering = e_union - e_tilt
    tilt_results.append((angle, lowering, tilt_e2 / lowering,
                         tilt_newton / lowering))
newton_error = abs(tilt_results[-1][3] - 1)
assert newton_error < 0.01
assert abs(tilt_results[-1][2] - 1) > 3 * newton_error


# Three levels: occupied, virtual, CABS; all parameters in eV.
def three_levels(e_i, e_a, e_x, f_ix, f_vx):
    block = np.array([[e_a, f_vx], [f_vx, e_x]])
    t = np.linalg.solve(block - e_i * np.eye(2), [0.0, -f_ix])
    matrix = np.array([[e_i, 0, f_ix], [0, e_a, f_vx], [f_ix, f_vx, e_x]])
    exact = 2 * (np.linalg.eigvalsh(matrix)[0] - e_i)
    return t, 2 * f_ix * t[1], exact, np.linalg.eigvalsh(block)[0]


model = (-15.0, 5.0, 60.0, 2.0)
weak, strong = 20.0, 40.0
t_w, e2_w, exact_w, low_w = three_levels(*model, weak)
_, e2_0, _, _ = three_levels(*model, 0.0)
_, e2_s, _, low_s = three_levels(*model, strong)
assert low_w > model[0] and e2_w < e2_0 < 0
assert abs(e2_w - exact_w) < 1e-3
assert low_s < model[0] and e2_s > 0

show("H-F bond length", BOND, "angstrom", 2)
print("Functions: cc-pVDZ, auxiliary, CABS kept, dropped:",
      n_small, n_union - n_small, cabs.shape[1], int((~keep).sum()))
show("Hartree-Fock energy, cc-pVDZ", e_small * EV, "eV", 4)
show("Hartree-Fock energy, united basis", e_union * EV, "eV", 4)
show("True Hartree-Fock change", drop * EV, "eV")
show("Highest occupied level", eps[-1] * EV, "eV", 4)
show("Lowest virtual level, cc-pVDZ", eps_small[NOCC] * EV, "eV", 4)
show("Lowest level of virtual+CABS block", levels[0] * EV, "eV", 4)
show("Smallest denominator", gap.min() * EV, "eV", 4)
print(f"Largest |f_ia|: {np.abs(f_ai).max() * EV:.1e} eV")
show("Frobenius norm of f_ix", np.linalg.norm(f_xi) * EV, "eV", 4)
show("Frobenius norm of f_ax", np.linalg.norm(f_ax) * EV, "eV", 4)
show("E2 with virtual-CABS coupling", e2 * EV, "eV")
show("E2 with coupling, converted", e2, "hartree", 6)
show("E2 without virtual-CABS coupling", e2_uncoupled * EV, "eV")
show("Gain from coupling, closed form", gain * EV, "eV")
for i, part in enumerate(2 * np.sum(grad * amp, axis=0)):
    print(f"Occupied orbital {i + 1}: level {eps[i] * EV:.4f} eV,"
          f" part of E2 {part * EV:.5f} eV")
show("Norm of virtual amplitudes", np.sqrt(norm_a))
show("Norm of CABS amplitudes", np.sqrt(norm_x))
show("E2 from scaled Fock eigenvalues", e2_levels * EV, "eV")
show("Change of 2*sum of levels, full coupling", frozen_diag * EV, "eV")
show("Mean-field response term at t", response(amp) * EV, "eV")
show("Determinant energy change at t", (e_trial - e_small) * EV, "eV")
show("Newton estimate with response", newton * EV, "eV")
show("E2 / true change", e2 / drop, digits=4)
show("Newton / true change", newton / drop, digits=4)
show("(E_HF + E2) minus united-basis energy",
     (e_small + e2 - e_union) * EV, "eV")
for angle, lowering, ratio_e2, ratio_newton in tilt_results:
    print(f"Tilt {angle:.3f} rad: true change {lowering * EV:.4e} eV,"
          f" E2/true {ratio_e2:.5f}, Newton/true {ratio_newton:.5f}")
print("Model eps_i, eps_a, eps_x, f_ix:", *model, "eV")
print("Model f_ax, weak and strong:", weak, strong, "eV")
print(f"Model weak amplitudes t_a, t_x: {t_w[0]:.5f} {t_w[1]:.5f}")
show("Model E2, no coupling", e2_0, "eV")
show("Model E2, weak coupling", e2_w, "eV")
show("Model exact 2*(level change), weak", exact_w, "eV")
show("Model lowest virtual+CABS level, weak", low_w, "eV")
show("Model lowest virtual+CABS level, strong", low_s, "eV")
show("Model E2, strong coupling", e2_s, "eV")
print("OK")
```

It prints:

```
H-F bond length: 0.92 angstrom
Functions: cc-pVDZ, auxiliary, CABS kept, dropped: 19 69 69 0
Hartree-Fock energy, cc-pVDZ: -2721.6635 eV
Hartree-Fock energy, united basis: -2722.8624 eV
True Hartree-Fock change: -1.19892 eV
Highest occupied level: -17.1048 eV
Lowest virtual level, cc-pVDZ: 4.9851 eV
Lowest level of virtual+CABS block: 0.8164 eV
Smallest denominator: 17.9212 eV
Largest |f_ia|: 9.5e-08 eV
Frobenius norm of f_ix: 18.7043 eV
Frobenius norm of f_ax: 149.0266 eV
E2 with virtual-CABS coupling: -1.07909 eV
E2 with coupling, converted: -0.039656 hartree
E2 without virtual-CABS coupling: -1.05825 eV
Gain from coupling, closed form: -0.02085 eV
Occupied orbital 1: level -715.0657 eV, part of E2 -0.02475 eV
Occupied orbital 2: level -43.0592 eV, part of E2 -0.10307 eV
Occupied orbital 3: level -20.2997 eV, part of E2 -0.26252 eV
Occupied orbital 4: level -17.1048 eV, part of E2 -0.34438 eV
Occupied orbital 5: level -17.1048 eV, part of E2 -0.34438 eV
Norm of virtual amplitudes: 0.01364
Norm of CABS amplitudes: 0.07604
E2 from scaled Fock eigenvalues: -1.07909 eV
Change of 2*sum of levels, full coupling: -1.07725 eV
Mean-field response term at t: -0.09950 eV
Determinant energy change at t: -1.17339 eV
Newton estimate with response: -1.20818 eV
E2 / true change: 0.9001
Newton / true change: 1.0077
(E_HF + E2) minus united-basis energy: 0.11983 eV
Tilt 0.010 rad: true change -3.3629e-03 eV, E2/true 0.67328, Newton/true 1.00110
Tilt 0.001 rad: true change -3.3661e-05 eV, E2/true 0.67406, Newton/true 1.00010
Model eps_i, eps_a, eps_x, f_ix: -15.0 5.0 60.0 2.0 eV
Model f_ax, weak and strong: 20.0 40.0 eV
Model weak amplitudes t_a, t_x: 0.03636 -0.03636
Model E2, no coupling: -0.10667 eV
Model E2, weak coupling: -0.14545 eV
Model exact 2*(level change), weak: -0.14507 eV
Model lowest virtual+CABS level, weak: -1.50368 eV
Model lowest virtual+CABS level, strong: -16.04122 eV
Model E2, strong coupling: 1.60000 eV
OK
```
